# Frozen-Core Active-Space Hamiltonian for AFQMC with Cholesky Vectors: verification in Python

```python
# Result under test: with a filled core and empty discarded orbitals, the exact
# projected Hamiltonian is
#   H_act = E_core + sum_tu k_tu E_tu + 1/2 sum_g (sum_tu L^g_tu E_tu)^2,
#   k = h + V_core - 1/2 sum_g L^g L^g   (matrix products over ACTIVE orbitals),
#   V_core_tu = sum_g [2 l_g L^g_tu - sum_i L^g_ti L^g_iu],  l_g = sum_i L^g_ii,
#   E_core = E_nuc + 2 sum_i h_ii + 2 sum_g l_g^2 - sum_g,ij (L^g_ij)^2.
# h: one-electron integrals; L^g: Cholesky vectors, (pq|rs) = sum_g L^g_pq L^g_rs;
# i,j core; t,u active; E_tu: spin-summed replacement operators.
# Algebra is in hartree atomic units; printed energies are in eV.
import numpy as np
from scipy import sparse, constants
from scipy.linalg import expm
from pyscf import gto, scf, fci, ao2mo, lib

scf.hf.MUTE_CHKFILE = True
lib.num_threads(1)
EV = constants.physical_constants["Hartree energy in eV"][0]


def annihilators(n_modes):
    """Jordan-Wigner annihilation matrices; mode 0 is the leading bit."""
    lower = sparse.csr_matrix([[0.0, 1.0], [0.0, 0.0]])
    result = []
    for m in range(n_modes):
        parity = np.array([1.0])
        for _ in range(m):
            parity = np.kron(parity, [1.0, -1.0])
        left = sparse.kron(sparse.diags(parity), lower)
        right = sparse.identity(2 ** (n_modes - m - 1))
        result.append(sparse.kron(left, right).tocsr())
    return result


def frozen_core(h, L, nc, act, e_nuc):
    """Core energy, Coulomb and exchange potentials from Cholesky vectors."""
    trace = np.einsum("gii->g", L[:, :nc, :nc])
    energy = (e_nuc + 2 * np.trace(h[:nc, :nc]) + 2 * trace @ trace
              - np.sum(L[:, :nc, :nc] ** 2))
    coulomb = 2 * np.einsum("g,gtu->tu", trace, L[:, act, act])
    mixed = L[:, act, :nc]
    exchange = -np.einsum("gti,gui->tu", mixed, mixed)
    return energy, coulomb, exchange


def pivoted_cholesky(matrix, threshold):
    """Rows v_g with matrix ~ sum_g v_g v_g^T, residual diagonal <= threshold."""
    diagonal = np.diag(matrix).copy()
    rows = np.zeros_like(matrix)
    count = 0
    while count < len(matrix):
        pivot = int(np.argmax(diagonal))
        if diagonal[pivot] <= threshold:
            break
        row = matrix[pivot] - rows[:count, pivot] @ rows[:count]
        row = row / np.sqrt(diagonal[pivot])
        rows[count] = row
        diagonal -= row ** 2
        count += 1
    return rows[:count].copy()


# ---------- Explicit Fock-space projection of a small random model ----------
rng = np.random.default_rng(7)
nc, na, nd, ng = 2, 3, 1, 5
n = nc + na + nd
act = slice(nc, nc + na)
h = rng.normal(size=(n, n))
h = (h + h.T) / 2
L = 0.3 * rng.normal(size=(ng, n, n))
L = (L + L.transpose(0, 2, 1)) / 2
eri_model = np.einsum("gpq,grs->pqrs", L, L)

ops = annihilators(2 * n)
n_act_states = 4 ** na
columns = [(2 ** (2 * nc) - 1) * 2 ** (2 * (na + nd)) + x * 2 ** (2 * nd)
           for x in range(n_act_states)]
P = sparse.identity(4 ** n, format="csc")[:, columns].tocsr()
removed = [[(ops[2 * p + s] @ P).tocsr() for s in range(2)] for p in range(n)]

# Direct projection of the normal-ordered Hamiltonian
H_projected = np.zeros((n_act_states, n_act_states))
for s in range(2):
    for p in range(n):
        for q in range(n):
            H_projected += h[p, q] * (removed[p][s].T @ removed[q][s]).toarray()
pair_matrix = eri_model.transpose(0, 2, 1, 3).reshape(n * n, n * n)
for s in range(2):
    for t in range(2):
        W = np.array([(ops[2 * r + t] @ removed[p][s]).toarray()
                      for p in range(n) for r in range(n)])
        VW = (pair_matrix @ W.reshape(n * n, -1)).reshape(-1, n_act_states)
        H_projected += 0.5 * W.reshape(-1, n_act_states).T @ VW
        del W, VW

# Derived Hamiltonian, built only with active operators
a_ops = [op.toarray() for op in annihilators(2 * na)]
E = np.array([[sum(a_ops[2 * t + s].T @ a_ops[2 * u + s] for s in range(2))
               for u in range(na)] for t in range(na)])
unit = np.eye(n_act_states)


def one_body(matrix):
    return np.einsum("tu,tuab->ab", matrix, E)


e_core, v_j, v_k = frozen_core(h, L, nc, act, 0.0)
L_act = L[:, act, act]
squares = sum(0.5 * one_body(x) @ one_body(x) for x in L_act)
h_eff = h[act, act] + v_j + v_k
k_right = h_eff - 0.5 * np.einsum("gtv,gvu->tu", L_act, L_act)
k_wrong = h_eff - 0.5 * np.einsum("gtr,gru->tu", L[:, act, :], L[:, :, act])
H_right = e_core * unit + one_body(k_right) + squares
H_wrong = e_core * unit + one_body(k_wrong) + squares
projection_error = np.abs(H_projected - H_right).max()
wrong_error = np.abs(H_projected - H_wrong).max()
assert projection_error < 1e-10
assert wrong_error > 1e-2

# Projected full squares against active squares plus excursions
excursion_error = 0.0
excursion_size = 0.0
for x in L:
    LP = sum(ops[2 * p + s].T @ sum(x[p, q] * removed[q][s] for q in range(n))
             for p in range(n) for s in range(2))
    direct = (LP.T @ LP).toarray()
    shifted = 2 * np.trace(x[:nc, :nc]) * unit + one_body(x[act, act])
    ca, cd, ad = x[:nc, act], x[:nc, nc + na:], x[act, nc + na:]
    excursion = (2 * np.sum(ca ** 2) + 2 * np.sum(cd ** 2)) * unit
    excursion = excursion + one_body(ad @ ad.T - ca.T @ ca)
    deviation = np.abs(direct - shifted @ shifted - excursion).max()
    excursion_error = max(excursion_error, deviation)
    excursion_size = max(excursion_size, np.abs(excursion).max())
assert excursion_error < 1e-10 and excursion_size > 1e-2


# Auxiliary-field integral: small determinants against the Fock-space operator
def determinant_state(up, down):
    state = np.zeros(n_act_states)
    state[0] = 1.0
    for spin, orbitals in ((1, down), (0, up)):
        for c in orbitals.T[::-1]:
            state = sum(c[t] * a_ops[2 * t + spin].T for t in range(na)) @ state
    return state


trial = rng.normal(size=(na, 2)), rng.normal(size=(na, 1))
walker = rng.normal(size=(na, 2)), rng.normal(size=(na, 1))
tau = 0.1
L_hat = one_body(L_act[0])
fock_value = (determinant_state(*trial) @ expm(-0.5 * tau * L_hat @ L_hat)
              @ determinant_state(*walker))
nodes, weights = np.polynomial.hermite_e.hermegauss(40)
field_value = 0.0
for x, w in zip(nodes, weights / np.sqrt(2 * np.pi)):
    B = expm(1j * np.sqrt(tau) * x * L_act[0])
    field_value += w * (np.linalg.det(trial[0].T @ B @ walker[0])
                        * np.linalg.det(trial[1].T @ B @ walker[1]))
field_error = abs(field_value - fock_value)
assert field_error < 1e-9

print("Model: 2 core, 3 active, 1 discarded orbital; integrals in hartree")
print(f"Largest error of derived H_act: {projection_error * EV:.1e} eV")
print(f"Largest error if k sums over all orbitals: {wrong_error * EV:.3f} eV")
print(f"Largest error of excursion formula: {excursion_error:.1e} (hartree)")
print(f"Field integral, determinants: {field_value.real:.8f} (no unit)")
print(f"Field integral, Fock space:   {fock_value:.8f} (no unit)")


# ---------- Germanium atom with the core of the 4+ ion ----------
def run_scf(mf, dm0=None):
    mf.conv_tol = 1e-11
    mf.max_cycle = 100
    mf.kernel(dm0)
    if not mf.converged:
        mf = mf.newton()
        mf.kernel(mf.mo_coeff, mf.mo_occ)
    assert mf.converged
    return mf


ion = gto.M(atom="Ge 0 0 0", basis="def2-svp", charge=4, spin=0, verbose=0)
ion_scf = run_scf(scf.RHF(ion))
C = ion_scf.mo_coeff
n_core = ion.nelectron // 2
n_orb = C.shape[1]
n_act = n_orb - n_core
act = slice(n_core, n_orb)
C_core, C_act = C[:, :n_core], C[:, act]
D_core = 2 * C_core @ C_core.T
h_ao = ion_scf.get_hcore()
h_mo = C.T @ h_ao @ C
J, K = ion_scf.get_jk(ion, D_core)
h_exact = C_act.T @ (h_ao + J - 0.5 * K) @ C_act
e_core_exact = ion_scf.e_tot
eri_ao = ion.intor("int2e", aosym="s4")
eri_act = ao2mo.incore.full(eri_ao, C_act)

n_elec = (3, 1)
solver = fci.direct_spin1.FCI()
solver.conv_tol = 1e-10
solver.max_cycle = 200
e_fci, ci = solver.kernel(h_exact, eri_act, n_act, n_elec, ecore=e_core_exact)
assert np.all(solver.converged)
spin_squared = fci.spin_op.spin_square(ci, n_act, n_elec)[0]
assert abs(spin_squared - 2) < 1e-3

print("Germanium atom, def2-SVP, nonrelativistic, core of Ge4+")
print(f"Orbitals: total {n_orb}, core {n_core}, active {n_act}")
print(f"Active electrons: {n_elec[0]} up, {n_elec[1]} down")
print(f"Ion Hartree-Fock energy: {e_core_exact * EV:.5f} eV"
      f" = {e_core_exact:.7f} hartree")
print(f"Active-space FCI total energy: {e_fci * EV:.5f} eV"
      f" = {e_fci:.7f} hartree")
e_valence = e_fci - e_core_exact
print(f"FCI energy minus core energy: {e_valence * EV:.5f} eV"
      f" = {e_valence:.7f} hartree")
print(f"Total spin <S^2>: {spin_squared:.5f} (hbar^2)")

S_abs = np.abs(D_core).sum()
print(f"Sum of absolute core density elements S: {S_abs:.3f} (no unit)")
print(f"Largest possible independent active vectors: {n_act * (n_act + 1) // 2}")
fci_errors = []
for delta_ev in (1e-1, 1e-3, 1e-5):
    delta = delta_ev / EV
    rows = pivoted_cholesky(eri_ao, delta)
    assert np.abs(eri_ao - rows.T @ rows).max() <= delta + 1e-10
    L_mo = np.einsum("mp,gmn,nq->gpq", C, lib.unpack_tril(rows), C,
                     optimize=True)
    e_core, v_j, v_k = frozen_core(h_mo, L_mo, n_core, act, ion.energy_nuc())
    core_error = e_core_exact - e_core
    assert -0.25 * delta * S_abs ** 2 - 1e-8 <= core_error
    assert core_error <= 0.5 * delta * S_abs ** 2 + 1e-8
    h_eff = h_mo[act, act] + v_j + v_k
    # Element bound follows from |residual| <= delta; small term is SCF accuracy
    size = np.abs(C_act).sum(axis=0)
    bound = 1.5 * delta * S_abs * np.outer(size, size) + 1e-5
    orbital_error = np.abs(h_eff - np.diag(ion_scf.mo_energy[act]))
    assert np.all(orbital_error <= bound)
    L_packed = lib.pack_tril(np.ascontiguousarray(L_mo[:, act, act]))
    eri_transformed = L_packed.T @ L_packed
    short = pivoted_cholesky(eri_transformed, delta)
    eri_short = short.T @ short
    assert np.abs(eri_short - eri_transformed).max() <= delta + 1e-10
    assert len(short) < len(rows)
    e_approx, _ = solver.kernel(h_eff, eri_short, n_act, n_elec,
                                ecore=e_core, ci0=ci)
    assert np.all(solver.converged)
    fci_errors.append(abs(e_approx - e_fci) * EV)
    print(f"Threshold {delta_ev:.0e} eV: vectors {len(rows)},"
          f" after second decomposition {len(short)}")
    print(f"  exact minus Cholesky core energy: {core_error * EV:.3e} eV")
    print(f"  allowed range: {-0.25 * delta_ev * S_abs**2:.3e}"
          f" to {0.5 * delta_ev * S_abs**2:.3e} eV")
    print(f"  largest error of h+V_core: {orbital_error.max() * EV:.3e} eV")
    print(f"  Cholesky minus exact FCI energy: {(e_approx - e_fci) * EV:.3e} eV")
assert fci_errors[-1] < 1e-2 and fci_errors[-1] < fci_errors[0]

print("Lowest active orbital (4s of the ion), tightest threshold")
print(f"  bare one-electron energy: {h_mo[n_core, n_core] * EV:.4f} eV")
print(f"  core Coulomb: {v_j[0, 0] * EV:.4f} eV")
print(f"  core exchange: {v_k[0, 0] * EV:.4f} eV")
print(f"  sum: {h_eff[0, 0] * EV:.4f} eV")
print(f"  ion orbital energy: {ion_scf.mo_energy[n_core] * EV:.4f} eV")

# Mean-field cost of freezing: relaxed neutral atom against active-space ROHF
atom = gto.M(atom="Ge 0 0 0", basis="def2-svp", charge=0, spin=2, verbose=0)
atom_scf = run_scf(scf.ROHF(atom))
order = np.argsort(-atom_scf.mo_occ, kind="stable")
valence = atom_scf.mo_coeff[:, order[n_core:n_core + 3]]
U, _, Vt = np.linalg.svd(C_act.T @ ion_scf.get_ovlp() @ valence,
                         full_matrices=False)
guess = U @ Vt
dm_guess = np.array([guess @ guess.T, np.outer(guess[:, 0], guess[:, 0])])
active_mol = gto.M(verbose=0)
active_mol.nelectron = sum(n_elec)
active_mol.spin = n_elec[0] - n_elec[1]
active_mol.incore_anyway = True
active_scf = scf.ROHF(active_mol)
active_scf.get_hcore = lambda *args: h_exact
active_scf.get_ovlp = lambda *args: np.eye(n_act)
active_scf._eri = ao2mo.restore(8, eri_act, n_act)
active_scf = run_scf(active_scf, dm_guess)
e_frozen = e_core_exact + active_scf.e_tot
dm_act = np.asarray(active_scf.make_rdm1())
dm_full = np.array([D_core / 2 + C_act @ d @ C_act.T for d in dm_act])
e_all_electron = atom_scf.energy_tot(dm_full)
assert abs(e_all_electron - e_frozen) < 1e-7
freezing_cost = e_frozen - atom_scf.e_tot
assert freezing_cost > -1e-7
assert e_fci < e_frozen
print(f"ROHF energy, frozen core: {e_frozen * EV:.5f} eV")
print(f"Same determinant, all-electron formula: {e_all_electron * EV:.5f} eV")
print(f"ROHF energy, relaxed core: {atom_scf.e_tot * EV:.5f} eV")
print(f"Mean-field cost of freezing: {freezing_cost * EV:.5f} eV")
print(f"Active correlation energy: {(e_fci - e_frozen) * EV:.5f} eV")
print("finished without a failed check")
```

It prints:

```
Model: 2 core, 3 active, 1 discarded orbital; integrals in hartree
Largest error of derived H_act: 3.0e-14 eV
Largest error if k sums over all orbitals: 30.831 eV
Largest error of excursion formula: 7.2e-16 (hartree)
Field integral, determinants: -1.73654205 (no unit)
Field integral, Fock space:   -1.73654205 (no unit)
Germanium atom, def2-SVP, nonrelativistic, core of Ge4+
Orbitals: total 32, core 14, active 18
Active electrons: 3 up, 1 down
Ion Hartree-Fock energy: -56366.91669 eV = -2071.4459815 hartree
Active-space FCI total energy: -56466.31423 eV = -2075.0987738 hartree
FCI energy minus core energy: -99.39754 eV = -3.6527923 hartree
Total spin <S^2>: 2.00000 (hbar^2)
Sum of absolute core density elements S: 43.977 (no unit)
Largest possible independent active vectors: 171
Threshold 1e-01 eV: vectors 109, after second decomposition 53
  exact minus Cholesky core energy: -1.255e-01 eV
  allowed range: -4.835e+01 to 9.670e+01 eV
  largest error of h+V_core: 5.855e-01 eV
  Cholesky minus exact FCI energy: 6.878e-01 eV
Threshold 1e-03 eV: vectors 168, after second decomposition 100
  exact minus Cholesky core energy: -1.987e-02 eV
  allowed range: -4.835e-01 to 9.670e-01 eV
  largest error of h+V_core: 1.172e-03 eV
  Cholesky minus exact FCI energy: 1.999e-02 eV
Threshold 1e-05 eV: vectors 221, after second decomposition 129
  exact minus Cholesky core energy: -1.642e-04 eV
  allowed range: -4.835e-03 to 9.670e-03 eV
  largest error of h+V_core: 3.481e-05 eV
  Cholesky minus exact FCI energy: 2.265e-04 eV
Lowest active orbital (4s of the ion), tightest threshold
  bare one-electron energy: -495.7130 eV
  core Coulomb: 455.8299 eV
  core exchange: -3.8746 eV
  sum: -43.7577 eV
  ion orbital energy: -43.7577 eV
ROHF energy, frozen core: -56464.64234 eV
Same determinant, all-electron formula: -56464.64234 eV
ROHF energy, relaxed core: -56465.11082 eV
Mean-field cost of freezing: 0.46849 eV
Active correlation energy: -1.67190 eV
finished without a failed check
```
